\section*{Triplet weight of a broken-symmetry determinant during germanium–carbon rupture}

\section{Two electrons in different orbitals}

\textbf{Q.} You describe the breaking of a metal--carbon bond in a precursor by one determinant, with a spin-up electron in one orbital and a spin-down electron in another. One electron is up and one is down. Why is this not simply a singlet?

\textbf{A.} Because equal numbers of up and down electrons fix only the projection $M=0$ of the total spin. A triplet also has a component with $M=0$. To see whether it is present, let $a$ and $b$ be normalized spatial orbitals with overlap $S=\langle a|b\rangle$, and let $\alpha,\beta$ be the up and down spin functions. The determinant is
\begin{equation}
\Psi=\frac{1}{\sqrt2}\left[a(1)b(2)\,\alpha(1)\beta(2)-b(1)a(2)\,\beta(1)\alpha(2)\right].
\label{det}
\end{equation}
Exchanging the electrons changes its sign, as it must. I abbreviate $a(1)b(2)$ as $ab$ and $b(1)a(2)$ as $ba$, and treat the spin products in the same way.

\textbf{Q.} The orbitals are not orthogonal. Should the normalization not depend on $S$?

\textbf{A.} Not here. The cross term in $\langle\Psi|\Psi\rangle$ contains $\langle\alpha\beta|\beta\alpha\rangle=0$, whatever the spatial overlap. The two direct terms give $\tfrac12(1+1)=1$.

\textbf{Q.} Then find the expectation of the squared spin without assuming which spin states occur.

\textbf{A.} I use Rydberg atomic units, where $\hbar=1$, so spin squared is a pure number. With $S_\pm=S_x\pm iS_y$ and $[S_x,S_y]=iS_z$,
\begin{equation}
S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z .
\end{equation}
Therefore $\mathbf S^2=S_-S_++S_z^2+S_z$. Since $S_z\Psi=0$ and $S_-$ is the adjoint of $S_+$, we have $\langle\mathbf S^2\rangle=\|S_+\Psi\|^2$.

The raising operator turns $\beta$ into $\alpha$ and annihilates $\alpha$. Acting on (\ref{det}), it gives
\begin{equation}
S_+\Psi=\frac{1}{\sqrt2}(ab-ba)\,\alpha\alpha .
\end{equation}
Now both terms carry the same spin function, so the spatial cross terms survive. Each equals $\langle ab|ba\rangle=\langle a|b\rangle\langle b|a\rangle=|S|^2$. Hence
\begin{equation}
\langle\mathbf S^2\rangle=\tfrac12\left(1+1-2|S|^2\right)=1-|S|^2 .
\label{s2}
\end{equation}
The sign has a simple origin: two electrons of equal spin cannot share an orbital, so the part of $b$ that lies along $a$ is lost when its spin is raised.

\textbf{Q.} An average does not determine a distribution. How do you get the triplet weight?

\textbf{A.} By separating the determinant. Define $\sigma=(\alpha\beta-\beta\alpha)/\sqrt2$ for the singlet and $\tau=(\alpha\beta+\beta\alpha)/\sqrt2$ for the triplet with $M=0$. Then $\alpha\beta=(\tau+\sigma)/\sqrt2$ and $\beta\alpha=(\tau-\sigma)/\sqrt2$, so
\begin{align}
\Psi&=\tfrac12\left[ab(\tau+\sigma)-ba(\tau-\sigma)\right]\nonumber\\
&=\tfrac12(ab+ba)\sigma+\tfrac12(ab-ba)\tau .
\label{split}
\end{align}
The squared norms of the two parts are
\begin{equation}
1-w=\frac{1+|S|^2}{2},\qquad w=\frac{1-|S|^2}{2},
\label{weight}
\end{equation}
where $w$ is the triplet weight. A triplet has $\mathbf S^2=1(1+1)=2$, so $2w$ reproduces (\ref{s2}). For instance, $|S|=0.50$ gives $\langle\mathbf S^2\rangle=0.75$ and $w=0.375$; diagonalizing the explicit two-electron spin operator gives the same values.

\section{What the weight means}

\textbf{Q.} So a fully broken bond is half triplet? I thought that a singlet molecule stayed a singlet if nothing acts on its spin.

\textbf{A.} It does. A Hamiltonian without spin terms commutes with $\mathbf S^2$, and an exact singlet eigenstate has no triplet part at any bond length. The weight belongs to the approximate determinant. At $S=0$ the determinant puts the up electron on one fragment and the down electron on the other. A singlet would also need the reversed assignment with a definite relative sign. Leaving out that second assignment produces equal singlet and triplet parts.

Nor is $w$ a thermal population. If the separated fragments were in spin equilibrium with all four spin states degenerate, three of the four would be triplet and the triplet population would be $3/4$. The determinant gives $1/2$ because it contains the $M=0$ triplet component alone.

\textbf{Q.} What happens at the other end, when symmetry has barely broken?

\textbf{A.} Take orthonormal bonding and antibonding orbitals $g$ and $u$, and write $a=g\cos\theta+u\sin\theta$, $b=g\cos\theta-u\sin\theta$. Then $S=\cos^2\theta-\sin^2\theta=\cos2\theta$, and
\begin{equation}
w=\tfrac12\sin^2 2\theta\simeq2\theta^2\quad(\theta\ll1).
\end{equation}
At $\theta=0$ both electrons occupy $g$, $S=1$, and there is no triplet part. At $\theta=\pi/4$ the orbitals are orthogonal and $w=1/2$.

\textbf{Q.} Can $S$ be read from the electron density matrix, without knowing $a$ and $b$?

\textbf{A.} Yes. Choose the phase of $b$ so that $S\ge0$. The spin-summed one-electron density operator is $\rho=|a\rangle\langle a|+|b\rangle\langle b|$. Acting on the sum and difference,
\begin{equation}
\rho(a\pm b)=(1\pm S)a+(S\pm1)b=(1\pm S)(a\pm b).
\end{equation}
The natural occupations are therefore $1+S$ and $1-S$.

These occupations are also affected by the triplet part. In terms of $g$ and $u$, the singlet space function is
\begin{equation}
ab+ba=2\left(\cos^2\theta\,gg-\sin^2\theta\,uu\right).
\end{equation}
Using $\cos^2\theta=(1+S)/2$ and $\sin^2\theta=(1-S)/2$, the occupation of $u$ in the normalized singlet part is
\begin{equation}
n_u^{\rm singlet}=\frac{2\sin^4\theta}{\cos^4\theta+\sin^4\theta}
=\frac{(1-S)^2}{1+S^2}.
\label{nu}
\end{equation}
In the triplet part it is 1. At intermediate $S$ the determinant thus makes the bond look more open than its own singlet part does.

\textbf{Q.} Does the contamination change the energy as well?

\textbf{A.} In general, yes. A spin-free Hamiltonian has no matrix element between the two parts of (\ref{split}), so the energy $E_{\rm BS}$ of the broken-symmetry determinant is
\begin{equation}
E_{\rm BS}=(1-w)E_{\rm S}+wE_{\rm T}.
\label{energy}
\end{equation}
Here $E_{\rm S}$ and $E_{\rm T}$ are the energies of the normalized parts. The triplet part has the space function $ab-ba$, which is also that of the determinant with both electrons up in $a$ and $b$. Its energy is therefore available from that high-spin determinant. Subtracting (\ref{energy}) from $E_{\rm T}$ gives
\begin{equation}
E_{\rm T}-E_{\rm S}=\frac{E_{\rm T}-E_{\rm BS}}{1-w},
\label{gap}
\end{equation}
while subtracting $E_{\rm S}$ from (\ref{energy}) gives the contamination energy
\begin{equation}
E_{\rm BS}-E_{\rm S}=w(E_{\rm T}-E_{\rm S}).
\end{equation}
A large weight costs little energy if the gap has closed. The cost can be largest at intermediate stretching.

\section{The other electrons}

\textbf{Q.} A precursor has more than two electrons. Why should the two-electron formula survive?

\textbf{A.} It survives if every other pair is closed. To see the correction, take $N$ up and $N$ down electrons. A singular-value decomposition of their overlap matrix chooses orbitals $a_i,b_i$ such that $\langle a_i|b_j\rangle=s_i\delta_{ij}$, with $0\le s_i\le1$. Mixing occupied orbitals of the same spin by a unitary matrix changes the determinant by at most a phase.

Raising the spin of $b_i$ leaves only its part outside the occupied up orbitals, with squared norm $1-s_i^2$. Raising different $b_i$ gives orthogonal states, since different down orbitals are then empty. Thus
\begin{equation}
\langle\mathbf S^2\rangle=\sum_i(1-s_i^2)=2\sum_iw_i,\qquad
w_i=\frac{1-s_i^2}{2}.
\label{many}
\end{equation}

\textbf{Q.} Then half of $\langle\mathbf S^2\rangle$ is still the triplet weight.

\textbf{A.} No, because several open pairs can also make a quintet or higher spin. Let $W_J$ be the weight of total spin $J$. Rotate all spins by an angle $\phi$ about $y$, and set $x=\cos\phi$. With $c=\cos(\phi/2)$ and $d=\sin(\phi/2)$, the spin functions become $\alpha\to c\alpha+d\beta$ and $\beta\to-d\alpha+c\beta$.

The overlap between the original and rotated determinants is the determinant of their one-electron overlaps. It separates into one block for each pair:
\begin{align}
\det\begin{pmatrix}c&-ds_i\\ds_i&c\end{pmatrix}
&=c^2+d^2s_i^2\nonumber\\
&=\frac{1+x}{2}+\frac{1-x}{2}s_i^2=1-w_i+w_ix .
\end{align}
For a component with spin $J$ and $M=0$, the expectation of the same rotation is the Legendre polynomial $P_J(x)$. Different $J$ do not mix under rotation, so
\begin{equation}
\sum_JW_JP_J(x)=\prod_i(1-w_i+w_ix).
\label{generating}
\end{equation}
Multiplying by $P_J$ and using $\int_{-1}^{1}P_JP_K\,dx=2\delta_{JK}/(2J+1)$ gives
\begin{equation}
W_J=\frac{2J+1}{2}\int_{-1}^{1}P_J(x)\prod_i(1-w_i+w_ix)\,dx .
\end{equation}
For one open pair, $P_0=1$ and $P_1=x$ return (\ref{weight}).

\textbf{Q.} Show me a case in which halving fails badly.

\textbf{A.} Take two open pairs. The product in (\ref{generating}) contains $w_1w_2x^2$, and $x^2=\tfrac13P_0+\tfrac23P_2$. Comparing coefficients,
\begin{align}
W_0&=(1-w_1)(1-w_2)+\tfrac13w_1w_2,\nonumber\\
W_1&=w_1(1-w_2)+w_2(1-w_1),\label{two}\\
W_2&=\tfrac23w_1w_2.\nonumber
\end{align}
If both bonds are fully broken, $w_1=w_2=1/2$. The weights are $1/3$, $1/2$ and $1/6$, while $\langle\mathbf S^2\rangle/2=1$. Halving would call the state a pure triplet. In general $\langle\mathbf S^2\rangle=\sum_JJ(J+1)W_J\ge2W_1$, so half the expectation is an upper bound on the triplet weight.

\section{Stretching methylgermane}

\textbf{Q.} Does one pair suffice for an actual germanium--carbon bond?

\textbf{A.} I tried methylgermane, GeH$_3$CH$_3$, which can supply both germanium and carbon to a growing layer. The calculation is unrestricted Hartree--Fock (UHF), with the LANL2DZ core potential and basis on Ge, 6-31G* on C and 6-31G on H. The distance $R$ between Ge and C is varied while both fragments stay rigid and tetrahedral. The broken solution was prepared at 0.50 nm and followed inward.

In the table, $S$ is the smallest pair overlap, $w$ follows from that pair alone, and $W_1$ includes all electron pairs outside the germanium core. Four digits are kept to compare these quantities within one calculation; they do not express chemical accuracy.
\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $S$ & $w$ & $\langle\mathbf S^2\rangle$ & $W_1$\\
\hline
0.195 & 1.0000 & 0.0000 & 0.0000 & 0.0000\\
0.240 & 1.0000 & 0.0000 & 0.0000 & 0.0000\\
0.270 & 0.8275 & 0.1576 & 0.3192 & 0.1590\\
0.300 & 0.5613 & 0.3425 & 0.6931 & 0.3438\\
0.350 & 0.2953 & 0.4564 & 0.9231 & 0.4568\\
0.400 & 0.1542 & 0.4881 & 0.9870 & 0.4882\\
0.500 & 0.0395 & 0.4992 & 1.0095 & 0.4992
\end{tabular}
\end{center}

At 0.300 nm the arithmetic is
\begin{equation}
w=\frac{1-(0.5613)^2}{2}=\frac{1-0.3151}{2}=0.3425 .
\end{equation}
On this grid, the followed solution first shows broken symmetry between 0.240 and 0.270 nm. Stretching alone is therefore not enough to create a triplet part: at 0.240 nm the energy is already 0.91 eV above its value at 0.195 nm, but the pair is still closed.

At the same 0.300 nm, the active natural occupations of the determinant are 1.56 and 0.44. If I treat the active pair as a two-electron system, (\ref{nu}) gives an antibonding occupation of $(0.4387)^2/1.3151=0.15$ in its singlet part. A singlet with two electrons in two orbitals optimized for the singlet itself (CASSCF) is somewhat more open, with an antibonding occupation of 0.23, still well below 0.44. Much of the apparent opening at this distance thus comes from the triplet part.

\textbf{Q.} At 0.500 nm your $\langle\mathbf S^2\rangle$ exceeds 1. One pair cannot do that.

\textbf{A.} Correct. It shows slight spin polarization of other pairs. From (\ref{many}), their weights sum to
\begin{equation}
\epsilon=\frac{1.0095}{2}-0.4992=0.0055 .
\end{equation}
To first order in these small weights, (\ref{generating}) gives
\begin{equation}
W_1\simeq w(1-\epsilon)+(1-w)\epsilon=w+\epsilon(1-2w),
\qquad W_2\simeq\tfrac23w\epsilon .
\end{equation}
Near $w=1/2$ the correction to the triplet weight nearly cancels, and the excess spin appears as a quintet part. The estimate is $W_2\simeq0.0018$, in agreement with the full projection. Over the whole table, the largest difference between $W_1$ and $w$ is 0.0013 before rounding of the entries, at 0.270 nm. For this bond and this level of theory, one active pair is a good description of the determinant's spin.

\textbf{Q.} And how much energy does the unwanted triplet cost?

\textbf{A.} I estimated it from (\ref{gap}), using a separately optimized high-spin UHF solution for $E_{\rm T}$. Its orbitals differ from those of the broken determinant, so the two-electron identity becomes an approximation. The rule also treats every other pair as closed and leaves out the energy of their slight spin polarization. That energy matters once the gap is small: at 0.500 nm the quintet part, of weight 0.0018, lies about 18 eV above the singlet part and alone contributes 0.033 eV, far more than the last entry below. The second energy column is therefore a one-pair estimate, not the full separation between the determinant and its singlet part. Projecting the energy of the whole determinant onto spin 0 gives that separation as 0.61, 0.32, 0.15 and 0.072 eV at 0.300, 0.350, 0.400 and 0.500 nm. The results are:
\begin{center}
\begin{tabular}{ccc}
$R$ (nm) & triplet--singlet gap (eV) & one-pair contamination energy (eV)\\
\hline
0.300 & 1.56 & 0.53\\
0.350 & 0.54 & 0.25\\
0.400 & 0.16 & 0.08\\
0.500 & 0.011 & 0.005
\end{tabular}
\end{center}
At 0.300 nm, $0.3425\times1.556=0.533$ eV. Among these four distances the energy error is largest where the triplet weight is smallest, because the gap falls faster than the weight rises. The fully projected values follow the same trend but level off near 0.07 eV, which comes mostly from the polarization of the other pairs. A determinant with $w$ close to $1/2$ may therefore lie much closer in energy to its own singlet part than one at intermediate stretching, which may distort the energy curve along which the bond breaks.

At a round growth temperature of 800 K, $k_{\rm B}T=0.069$ eV. The estimated gap falls below this value between 0.400 and 0.500 nm. Well beyond that point the gap hardly favours the singlet over any one triplet component, but spin equilibrium still requires an interaction that changes spin and enough time for it to act. The determinant's weight describes neither.

\textbf{Q.} How far can I carry these numbers to a real precursor in a reactor?

\textbf{A.} The starting lengths, 0.195 nm for Ge--C, 0.153 nm for Ge--H and 0.109 nm for C--H, are inputs chosen for the model, not measured or optimized values. Real fragments relax as they separate. With $R$ fixed at 0.350 nm, flattening the methyl group lowers the UHF energy by 0.22 eV, but changes $w$ only from 0.456 to 0.461. The electronic method matters more. At that distance and with tetrahedral methyl, PBE0 gives $S=0.525$ and $w=0.362$, about 21\% below the UHF weight. This PBE0 value describes the Kohn--Sham reference determinant, not the spin of the interacting electrons. The basis also shifts the numbers: with all electrons in def2-SVP, at 0.300 nm $S$ moves from 0.561 to 0.582, $w$ from 0.343 to 0.331 and the estimated gap from 1.56 to 1.60 eV, and the 0.91 eV stretching energy at 0.240 nm becomes 0.96 eV. Neither basis is converged, and spin--orbit coupling has not been estimated. In a reactor the molecule may also react at a surface or lose hydrogen first; the isolated Ge--C stretch does not describe those paths.

\textbf{Q.} Then what may I infer from a computed $\langle\mathbf S^2\rangle$ when a bond is breaking?

\textbf{A.} First examine the pair overlaps, or the natural occupations. If one pair is open and the rest are nearly closed, $(1-S^2)/2$ is a good measure of triplet contamination in that determinant. If two pairs open together, use (\ref{two}); for more, use the full projection. In none of these cases does the number tell you what fraction of the molecules is triplet. The numerical output below also gives the quintet weights and the energies relative to 0.195 nm for the same distances.

\section*{Numbers as computed}
\begin{verbatim}
Two electrons, explicit spin operators (dimensionless):
  |S| = 1.00  <S^2> = 0.0000  triplet = 0.0000
  |S| = 0.80  <S^2> = 0.3600  triplet = 0.1800
  |S| = 0.50  <S^2> = 0.7500  triplet = 0.3750
  |S| = 0.20  <S^2> = 0.9600  triplet = 0.4800
  |S| = 0.00  <S^2> = 1.0000  triplet = 0.5000
Two fully broken bonds, four electrons (dimensionless):
  <S^2>/2 = 1.0000
  singlet, triplet, quintet weights = 0.3333, 0.5000, 0.1667
Methylgermane, UHF, LANL2DZ (Ge), 6-31G* (C), 6-31G (H):
  Ge-H = 0.153 nm, C-H = 0.109 nm, fragment angle = 109.47 deg
  R/nm, active S, pair triplet, full <S^2>, full triplet, quintet, E-E(0.195 nm)/eV
  0.195  1.0000  0.0000  0.0000  0.0000  0.00000  0.000
  0.240  1.0000  0.0000  0.0000  0.0000  0.00000  0.911
  0.270  0.8275  0.1576  0.3192  0.1590  0.00021  1.868
  0.300  0.5613  0.3425  0.6931  0.3438  0.00092  2.344
  0.350  0.2953  0.4564  0.9231  0.4568  0.00156  2.619
  0.400  0.1542  0.4881  0.9870  0.4882  0.00176  2.690
  0.500  0.0395  0.4992  1.0095  0.4992  0.00184  2.718
  R/nm, estimated triplet-singlet gap/eV, contamination energy/eV
  0.300  1.5561  0.5330
  0.350  0.5424  0.2475
  0.400  0.1588  0.0775
  0.500  0.0106  0.0053
Thermal energy at 800 K = 0.0689 eV
Sensitivity at R = 0.350 nm (S and weight dimensionless):
  UHF, tetrahedral methyl: S = 0.2953, triplet = 0.4564
  UHF, planar methyl: S = 0.2778, triplet = 0.4614
  Energy change on flattening methyl = -0.221 eV
  PBE0 reference determinant: S = 0.5254, triplet = 0.3620
Largest excess of full <S^2>/2 over pair weight = 0.0055
Largest full-minus-pair triplet weight, magnitude = 0.0013
\end{verbatim}
